# Coexisting Liquid and Solid Silicon-Germanium at 1450 K as Ideal Solutions: a program that tests the result

```python
"""
Coexisting liquid and solid Si-Ge at temperature T, both ideal solutions.
Result under test, with x = atomic fraction of Si:
    K_i = exp[(H_i/R)(1/T - 1/T_i)]
    x_liquid = (1 - K_Ge)/(K_Si - K_Ge),   x_solid = K_Si * x_liquid
H_i: fusion enthalpy (J/mol), T_i: melting point (K), R: gas constant.
The formula is compared with direct minimization of the Gibbs energy and with
the lower convex hull of the free-energy curves. Arrays are ordered (Si, Ge).
Material inputs are rough typical values.
"""
from itertools import product
import numpy as np
from scipy.constants import R
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize
from scipy.special import gammaln, xlogy

T_WORK = 1450.0
T_MELT = np.array([1687.0, 1211.0])
H_FUS = np.array([50.0e3, 37.0e3])
MOLAR_MASS = np.array([28.09, 72.63])
OMEGA_LIQ, OMEGA_SOL = 6.5e3, 3.5e3     # regular-solution parameters, J/mol
CP_DIFF = 2.0                           # size of Cp(liquid)-Cp(solid), J/(mol K)
H_ERROR = 1.0e3                         # assumed error of an enthalpy, J/mol
X_CHARGE = 0.5
NO_CP = np.zeros(2)


def partition_ratios(T):
    """Solid-to-liquid ratio of atomic fractions for Si and Ge."""
    return np.exp(H_FUS / R * (1 / T - 1 / T_MELT))


def ideal_compositions(T):
    k_si, k_ge = partition_ratios(T)
    x_liq = (1 - k_ge) / (k_si - k_ge)
    return np.array([x_liq, k_si * x_liq])


def melting_free_energy(T, h=H_FUS, cp=NO_CP):
    """G(liquid) - G(solid) of the pure elements, J/mol."""
    return h * (1 - T / T_MELT) + cp * (T - T_MELT - T * np.log(T / T_MELT))


def hull_tie_line(T, omega_liq=0.0, omega_sol=0.0, n=10000):
    """Ends of the two-phase segment on the lower hull; None if one phase."""
    x = np.linspace(0, 1, n + 1)
    d_si, d_ge = melting_free_energy(T)
    mixing = R * T * (xlogy(x, x) + xlogy(1 - x, 1 - x))
    g_liq = x * d_si + (1 - x) * d_ge + mixing + omega_liq * x * (1 - x)
    g_sol = mixing + omega_sol * x * (1 - x)
    g = np.minimum(g_liq, g_sol).tolist()
    hull = []
    for i in range(n + 1):
        while len(hull) >= 2:
            a, b = hull[-2], hull[-1]
            if (g[b] - g[a]) * (i - b) >= (g[i] - g[b]) * (b - a):
                hull.pop()
            else:
                break
        hull.append(i)
    gaps = np.diff(hull)
    j = int(np.argmax(gaps))
    if gaps[j] == 1:
        return None
    left, right = hull[j], hull[j + 1]
    assert g_liq[left] < g_sol[left] and g_sol[right] < g_liq[right]
    return np.array([x[left], x[right]])


def solve_equal_potentials(T, h=H_FUS, cp=NO_CP, omega_liq=0.0, omega_sol=0.0):
    """Compositions at which each element has one chemical potential."""
    d = melting_free_energy(T, h, cp)

    def mismatch(v):
        liq = np.array([v[0], 1 - v[0]])
        sol = np.array([v[1], 1 - v[1]])
        return (d + R * T * np.log(liq / sol) + omega_liq * (1 - liq)**2
                - omega_sol * (1 - sol)**2) / (R * T)

    root, _, flag, message = fsolve(mismatch, ideal_compositions(T),
                                    full_output=True, xtol=1e-12)
    assert np.max(np.abs(mismatch(root))) < 1e-9, message
    return root


# Pure-element free energy against integration of d(G/T)/dT = -H/T^2,
# with and without a heat-capacity difference.
for cp_value in (0.0, CP_DIFF):
    formula = melting_free_energy(T_WORK, cp=np.full(2, cp_value))
    for i in range(2):
        integral = quad(lambda t: -(H_FUS[i] + cp_value * (t - T_MELT[i])) / t**2,
                        T_MELT[i], T_WORK)[0]
        assert abs(T_WORK * integral - formula[i]) < 1e-5

# Ideal chemical potential from counting arrangements of atoms on sites.
def log_arrangements(n_a, n_b):
    return gammaln(n_a + n_b + 1) - gammaln(n_a + 1) - gammaln(n_b + 1)

n_a, n_b = 300000, 700000
gain = log_arrangements(n_a + 1, n_b) - log_arrangements(n_a, n_b)
assert abs(gain + np.log(n_a / (n_a + n_b))) < 1e-5   # finite-size error ~ 1/n_a

# Closed-form compositions against the convex hull (grid step 1e-4).
for T in (1250.0, 1350.0, T_WORK, 1600.0):
    assert np.max(np.abs(hull_tie_line(T) - ideal_compositions(T))) < 2e-4
assert hull_tie_line(1150.0) is None and hull_tie_line(1750.0) is None

# Compositions and amount of solid against minimization for a closed charge.
x_liq, x_sol = ideal_compositions(T_WORK)
solid_fraction = (X_CHARGE - x_liq) / (x_sol - x_liq)
total = np.array([X_CHARGE, 1 - X_CHARGE])
d_work = melting_free_energy(T_WORK)


def charge_gibbs(solid_amounts):
    """Gibbs energy over RT of one mole of atoms split between two phases."""
    sol = np.asarray(solid_amounts)
    liq = total - sol
    if np.min(sol) <= 0 or np.min(liq) <= 0:
        return 1e6
    return (np.sum(liq * d_work) / (R * T_WORK)
            + np.sum(liq * np.log(liq / liq.sum()))
            + np.sum(sol * np.log(sol / sol.sum())))


best = minimize(charge_gibbs, [0.2, 0.15], method="Nelder-Mead",
                options=dict(xatol=1e-9, fatol=1e-14, maxiter=4000, maxfev=8000))
min_sol = best.x
min_liq = total - min_sol
min_x_liq = min_liq[0] / min_liq.sum()
min_x_sol = min_sol[0] / min_sol.sum()
# Rounding of the energy limits the located minimum to about 1e-7.
assert abs(min_x_liq - x_liq) < 1e-5
assert abs(min_x_sol - x_sol) < 1e-5
assert abs(min_sol.sum() - solid_fraction) < 1e-5

# Neglected non-ideality, solved from potentials and checked on the hull.
regular = solve_equal_potentials(T_WORK, omega_liq=OMEGA_LIQ, omega_sol=OMEGA_SOL)
regular_hull = hull_tie_line(T_WORK, OMEGA_LIQ, OMEGA_SOL)
assert np.max(np.abs(regular - regular_hull)) < 2e-4

# Largest shifts over all sign choices of the two small corrections.
ideal = np.array([x_liq, x_sol])
signs = [np.array(s) for s in product((-1, 1), repeat=2)]
cp_shift = np.max([np.abs(solve_equal_potentials(T_WORK, cp=CP_DIFF * s) - ideal)
                   for s in signs], axis=0)
h_shift = np.max([np.abs(solve_equal_potentials(T_WORK, h=H_FUS + H_ERROR * s)
                         - ideal) for s in signs], axis=0)

# First crystals from the fully molten charge.
T_liquidus = brentq(lambda T: partition_ratios(T) @ total - 1, 1220, 1680)
first_solid = partition_ratios(T_liquidus)[0] * X_CHARGE
first_hull = hull_tie_line(T_liquidus)
assert np.max(np.abs(first_hull - [X_CHARGE, first_solid])) < 2e-4
assert first_solid > x_sol


def mass_percent(x):
    return 100 * x * MOLAR_MASS[0] / (x * MOLAR_MASS[0] + (1 - x) * MOLAR_MASS[1])


K = partition_ratios(T_WORK)
print(f"temperature: {T_WORK:.0f} K")
print(f"gas constant: {R:.4f} J/(mol K)")
print(f"RT: {R * T_WORK / 1e3:.3f} kJ/mol")
for i, name in enumerate(("Si", "Ge")):
    print(f"{name} melting point (rough input): {T_MELT[i]:.0f} K")
    print(f"{name} fusion enthalpy (rough input): {H_FUS[i] / 1e3:.0f} kJ/mol")
    print(f"{name} fusion entropy: {H_FUS[i] / T_MELT[i]:.2f} J/(mol K)")
    print(f"{name} G(liquid)-G(solid): {d_work[i] / 1e3:.3f} kJ/mol")
    print(f"{name} ln K: {np.log(K[i]):.4f}")
    print(f"{name} K = solid/liquid ratio: {K[i]:.4f}")
    print(f"{name} molar mass (input): {MOLAR_MASS[i]:.2f} g/mol")
print(f"1 - K_Ge: {1 - K[1]:.4f}")
print(f"K_Si - K_Ge: {K[0] - K[1]:.4f}")
print(f"liquid, Si atomic fraction: {x_liq:.4f}")
print(f"solid, Si atomic fraction: {x_sol:.4f}")
print(f"liquid, Si mass percent: {mass_percent(x_liq):.1f} %")
print(f"solid, Si mass percent: {mass_percent(x_sol):.1f} %")
print(f"minimization, liquid Si fraction: {min_x_liq:.4f}")
print(f"minimization, solid Si fraction: {min_x_sol:.4f}")
print(f"charge, overall Si atomic fraction: {X_CHARGE:.2f}")
print(f"solid share of the atoms in the charge: {solid_fraction:.3f}")
print(f"minimization, solid share: {min_sol.sum():.3f}")
print(f"regular-solution parameter, liquid (rough): {OMEGA_LIQ / 1e3:.1f} kJ/mol")
print(f"regular-solution parameter, solid (rough): {OMEGA_SOL / 1e3:.1f} kJ/mol")
print(f"regular solution, liquid Si fraction: {regular[0]:.3f}")
print(f"regular solution, solid Si fraction: {regular[1]:.3f}")
print(f"shift by non-ideality, liquid: {regular[0] - x_liq:+.3f}")
print(f"shift by non-ideality, solid: {regular[1] - x_sol:+.3f}")
print(f"heat-capacity difference tried: +/-{CP_DIFF:.0f} J/(mol K)")
print(f"largest resulting shift, liquid: {cp_shift[0]:.4f}")
print(f"largest resulting shift, solid: {cp_shift[1]:.4f}")
print(f"fusion-enthalpy error tried: +/-{H_ERROR / 1e3:.0f} kJ/mol")
print(f"largest resulting shift, liquid: {h_shift[0]:.4f}")
print(f"largest resulting shift, solid: {h_shift[1]:.4f}")
print(f"ideal liquidus temperature of the charge: {T_liquidus:.0f} K")
print(f"first crystals, Si atomic fraction: {first_solid:.3f}")
print(f"first crystals minus solid at {T_WORK:.0f} K: {first_solid - x_sol:+.3f}")
print("all tests passed")
```

Output:

```
temperature: 1450 K
gas constant: 8.3145 J/(mol K)
RT: 12.056 kJ/mol
Si melting point (rough input): 1687 K
Si fusion enthalpy (rough input): 50 kJ/mol
Si fusion entropy: 29.64 J/(mol K)
Si G(liquid)-G(solid): 7.024 kJ/mol
Si ln K: 0.5826
Si K = solid/liquid ratio: 1.7908
Si molar mass (input): 28.09 g/mol
Ge melting point (rough input): 1211 K
Ge fusion enthalpy (rough input): 37 kJ/mol
Ge fusion entropy: 30.55 J/(mol K)
Ge G(liquid)-G(solid): -7.302 kJ/mol
Ge ln K: -0.6057
Ge K = solid/liquid ratio: 0.5457
Ge molar mass (input): 72.63 g/mol
1 - K_Ge: 0.4543
K_Si - K_Ge: 1.2451
liquid, Si atomic fraction: 0.3649
solid, Si atomic fraction: 0.6534
liquid, Si mass percent: 18.2 %
solid, Si mass percent: 42.2 %
minimization, liquid Si fraction: 0.3649
minimization, solid Si fraction: 0.6534
charge, overall Si atomic fraction: 0.50
solid share of the atoms in the charge: 0.468
minimization, solid share: 0.468
regular-solution parameter, liquid (rough): 6.5 kJ/mol
regular-solution parameter, solid (rough): 3.5 kJ/mol
regular solution, liquid Si fraction: 0.278
regular solution, solid Si fraction: 0.635
shift by non-ideality, liquid: -0.087
shift by non-ideality, solid: -0.019
heat-capacity difference tried: +/-2 J/(mol K)
largest resulting shift, liquid: 0.0025
largest resulting shift, solid: 0.0027
fusion-enthalpy error tried: +/-1 kJ/mol
largest resulting shift, liquid: 0.0107
largest resulting shift, solid: 0.0116
ideal liquidus temperature of the charge: 1510 K
first crystals, Si atomic fraction: 0.759
first crystals minus solid at 1450 K: +0.105
all tests passed
```
